**Square-root interphase growth: from 1 % loss at 30 days to 5 % loss**

If the capacity loss $q$ grows as the square root of the time $t$ from a bare surface, then $t_2=t_1(q_2/q_1)^2$, and 1 % at 30 days leads to 5 % at 750 days. The program asserts this ratio against a simulation of carrier diffusion with a moving front, which gives 25.01 from a small starting film, and against a sum of the growth times of thin slices. It also counts the lithium atoms delivered by the leakage current and asserts that they make up the film thickness of 28 nm at 5 % loss. For an extra barrier equivalent to a loss $b$, it integrates the growth equation with film and reaction resistances in series and asserts the law $q^2+2bq\propto t$. The output shows the target moving to 650, 350 and 205 days for $b=0.1$, 1 and 5 %. A fast first layer of 2 nm delays it to 855 days, while warming by 10 K after the first reading or a 10 % steady share of the first loss brings it forward to 413 or 452 days. The cell parameters are rough round values in the regime of a graphite lithium-ion electrode.

## Check in Python

```python
# Result under test: if interphase growth obeys q = A*sqrt(t), then
#   t2 = t1*(q2/q1)**2, so 1 % loss in 30 days gives 5 % loss at 750 days.
# q: capacity loss in percent of initial capacity; t: time from start of growth.
# L: film thickness; K: growth constant in dL/dt = K/L.
# b: loss equivalent of any extra barrier (initial film or interface reaction),
#   for which q**2 + 2*b*q is proportional to t.
import numpy as np
from scipy.constants import e, N_A, k as k_B
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from scipy.special import erf

FARADAY = e * N_A
DAY = 86400.0

# Inputs of the exercise
q1, q2, t1 = 1.0, 5.0, 30.0          # percent, percent, days
t2 = t1 * (q2 / q1) ** 2
t_linear = t1 * q2 / q1

# Rough round parameters, regime of a graphite lithium-ion electrode
areal_capacity = 3.0                 # mAh per cm2 of electrode
area_ratio = 100.0                   # cm2 true surface per cm2 electrode
molar_volume = 50.0                  # cm3 of film per mol of lithium
areal_charge = areal_capacity * 3.6  # C per cm2


def thickness_nm(q):
    return q / 100 * areal_charge * molar_volume / (FARADAY * area_ratio) * 1e7


L1, L2 = thickness_nm(q1), thickness_nm(q2)
K = L1 ** 2 / (2 * t1)               # nm2 per day


def leakage(t):
    """Current per electrode area (A/cm2) from dq/dt = q/(2t), t in days."""
    q = q1 * np.sqrt(t / t1)
    return areal_charge * q / 100 / (2 * t * DAY)


# Test: add up the growth times of thin slices, dt = L dL / K
t_slices = quad(lambda L: L / K, 0, L2)[0]
assert abs(t_slices / t2 - 1) < 1e-9

# Test: count lithium atoms delivered by the leakage current up to t2
atoms = quad(leakage, 0, t2)[0] * DAY / e
L_atoms = atoms * (molar_volume / N_A) / area_ratio * 1e7
assert abs(L_atoms / L2 - 1) < 1e-6


# Test: full diffusion with a moving reaction front, no steady-flux assumption.
# Scaled carrier concentration is 1 at the source and 0 at the front;
# storage = carrier concentration relative to that bound in the film.
def moving_front(storage, n=40):
    h = 1.0 / n
    x = np.linspace(0, 1, n + 1)

    def rhs(t, y):
        L = y[-1]
        u = np.concatenate(([1.0], y[:-1], [0.0]))
        front_slope = (3 * u[-1] - 4 * u[-2] + u[-3]) / (2 * h)
        speed = -storage * front_slope / L
        du = (u[2:] - 2 * u[1:-1] + u[:-2]) / (h * L) ** 2
        du += x[1:-1] * speed / L * (u[2:] - u[:-2]) / (2 * h)
        return np.append(du, speed)

    def reach_one(t, y):
        return y[-1] - 1.0

    def reach_five(t, y):
        return y[-1] - 5.0
    reach_five.terminal = True
    start = np.append(1 - x[1:-1], 0.02)
    run = solve_ivp(rhs, (0, 1e4), start, method="BDF", rtol=1e-7,
                    atol=1e-9, events=[reach_one, reach_five])
    return run.t_events[0][0], run.t_events[1][0]


storage = 0.1
front_t1, front_t5 = moving_front(storage)
front_ratio = front_t5 / front_t1
# Tolerance covers the small starting film and the 40-cell grid
assert abs(front_ratio / (q2 / q1) ** 2 - 1) < 3e-3
prefactor = 25.0 / (2 * storage * front_t5)
lam = brentq(lambda z: np.sqrt(np.pi) * z * np.exp(z * z) * erf(z) - storage,
             1e-6, 2)
assert abs(prefactor / (2 * lam ** 2 / storage) - 1) < 3e-3


# Extra barrier: closed formulas
def time_with_barrier(b):
    return t1 * (q2 ** 2 + 2 * b * q2) / (q1 ** 2 + 2 * b * q1)


def reading_with_barrier(b, t):
    return -b + np.sqrt(b * b + (q1 ** 2 + 2 * b * q1) * t / t1)


# Test: integrate growth with film and reaction resistances in series
def series_growth(initial_film, growth_constant, reaction_speed):
    def rhs(t, y):
        return [1 / (y[0] / growth_constant + 1 / reaction_speed)]

    def first(t, y):
        return y[0] - initial_film - q1

    def last(t, y):
        return y[0] - initial_film - q2
    last.terminal = True
    run = solve_ivp(rhs, (0, 1e5), [initial_film], method="DOP853",
                    rtol=1e-10, atol=1e-12, events=[first, last],
                    dense_output=True)
    ta, tb = run.t_events[0][0], run.t_events[1][0]
    return tb / ta, run.sol(4 * ta)[0] - initial_film


barriers = [0.1, 1.0, 5.0]
for b in barriers:
    film_part, growth_constant = 0.4 * b, 1.5
    speed = growth_constant / (0.6 * b)
    ratio, reading = series_growth(film_part, growth_constant, speed)
    assert abs(ratio * t1 / time_with_barrier(b) - 1) < 1e-5
    assert abs(reading / reading_with_barrier(b, 4 * t1) - 1) < 1e-5
ratio_thick, _ = series_growth(1000.0, 1.5, 1e6)
assert abs(ratio_thick / (q2 / q1) - 1) < 0.01

# Fast first layer (tunnelling): it forms in negligible time
L_fast = 2.0                         # nm, rough tunnelling range
t_fast = t1 * (L2 ** 2 - L_fast ** 2) / (L1 ** 2 - L_fast ** 2)
slow_1 = quad(lambda L: L, L_fast, L1)[0]
slow_2 = quad(lambda L: L, L_fast, L2)[0]
assert abs(t1 * slow_2 / slow_1 / t_fast - 1) < 1e-9

# Warmer storage after the first reading
T_cool, T_warm, E_act = 298.0, 308.0, 0.5   # K, K, eV (rough)
speedup = np.exp(E_act * e / k_B * (1 / T_cool - 1 / T_warm))
t_warm = t1 + (t2 - t1) / speedup
t_warm_check = t1 + quad(lambda L: L / (speedup * K), L1, L2)[0]
assert abs(t_warm_check / t_warm - 1) < 1e-9

# Steady extra loss from cracking: share of the first loss
share = 0.1
root = (-(1 - share) + np.sqrt((1 - share) ** 2 + 4 * share * q2 / q1))
t_crack = t1 * (root / (2 * share)) ** 2
t_crack_check = brentq(lambda t: q1 * ((1 - share) * np.sqrt(t / t1)
                                      + share * t / t1) - q2, t1, t2)
assert abs(t_crack_check / t_crack - 1) < 1e-8

# Error of the first reading
dq = 0.1
t_if_low = t1 * (q2 / (q1 - dq)) ** 2
t_if_high = t1 * (q2 / (q1 + dq)) ** 2

print(f"First loss: {q1:.1f} % at {t1:.0f} days")
print(f"Target loss: {q2:.1f} %")
print(f"Time ratio: {t2 / t1:.1f}")
print(f"Time to target: {t2:.1f} days = {t2 / 365.25:.2f} years")
print(f"Wait after first reading: {t2 - t1:.1f} days")
print(f"Linear extrapolation: {t_linear:.1f} days")
print(f"Coefficient A: {q1 / np.sqrt(t1):.4f} % per sqrt(day)")
print(f"Time to target from slice sum: {t_slices:.3f} days")
print(f"Areal capacity (rough): {areal_capacity:.1f} mAh/cm2")
print(f"True area per electrode area (rough): {area_ratio:.0f}")
print(f"Film volume per mol Li (rough): {molar_volume:.0f} cm3/mol")
print(f"Areal charge: {areal_charge:.2f} C/cm2")
print(f"Faraday constant: {FARADAY:.1f} C/mol")
print(f"Film thickness at first loss: {L1:.2f} nm")
print(f"Film thickness at target: {L2:.2f} nm")
print(f"Thickness at target from atom count: {L_atoms:.2f} nm")
print(f"Growth constant K: {K:.4f} nm2/day = {K * 1e-14 / DAY:.2e} cm2/s")
print(f"Loss rate at first reading: {q1 / (2 * t1):.5f} %/day")
print(f"Loss rate at target: {q2 / (2 * t2):.5f} %/day")
print(f"Leakage at first reading: {leakage(t1) * 1e9:.2f} nA/cm2")
print(f"Leakage at target: {leakage(t2) * 1e9:.2f} nA/cm2")
print(f"Moving-front storage ratio: {storage:.2f}")
print(f"Moving-front time ratio: {front_ratio:.3f}")
print(f"Moving-front K relative to steady flux: {prefactor:.3f}")
print(f"Pure square-root loss at {4 * t1:.0f} days: "
      f"{reading_with_barrier(0.0, 4 * t1):.2f} %")
for b in barriers:
    print(f"Barrier {b:.1f} % ({thickness_nm(b):.2f} nm): target at "
          f"{time_with_barrier(b):.1f} days")
    print(f"  loss at {4 * t1:.0f} days: "
          f"{reading_with_barrier(b, 4 * t1):.2f} %")
print(f"Very thick barrier, simulated time ratio: {ratio_thick:.3f}")
print(f"Fast first layer {L_fast:.1f} nm: target at {t_fast:.1f} days")
print(f"Warming {T_cool:.0f} K to {T_warm:.0f} K, E = {E_act:.1f} eV (rough)")
print(f"  growth constant factor: {speedup:.3f}")
print(f"  target at {t_warm:.1f} days")
print(f"Steady share {100 * share:.0f} % of first loss: "
      f"target at {t_crack:.1f} days")
print(f"First loss really {q1 - dq:.1f} %: target at {t_if_low:.1f} days")
print(f"First loss really {q1 + dq:.1f} %: target at {t_if_high:.1f} days")
print("success")
```

Running it gives:

```
First loss: 1.0 % at 30 days
Target loss: 5.0 %
Time ratio: 25.0
Time to target: 750.0 days = 2.05 years
Wait after first reading: 720.0 days
Linear extrapolation: 150.0 days
Coefficient A: 0.1826 % per sqrt(day)
Time to target from slice sum: 750.000 days
Areal capacity (rough): 3.0 mAh/cm2
True area per electrode area (rough): 100
Film volume per mol Li (rough): 50 cm3/mol
Areal charge: 10.80 C/cm2
Faraday constant: 96485.3 C/mol
Film thickness at first loss: 5.60 nm
Film thickness at target: 27.98 nm
Thickness at target from atom count: 27.98 nm
Growth constant K: 0.5221 nm2/day = 6.04e-20 cm2/s
Loss rate at first reading: 0.01667 %/day
Loss rate at target: 0.00333 %/day
Leakage at first reading: 20.83 nA/cm2
Leakage at target: 4.17 nA/cm2
Moving-front storage ratio: 0.10
Moving-front time ratio: 25.010
Moving-front K relative to steady flux: 0.968
Pure square-root loss at 120 days: 2.00 %
Barrier 0.1 % (0.56 nm): target at 650.0 days
  loss at 120 days: 2.09 %
Barrier 1.0 % (5.60 nm): target at 350.0 days
  loss at 120 days: 2.61 %
Barrier 5.0 % (27.98 nm): target at 204.5 days
  loss at 120 days: 3.31 %
Very thick barrier, simulated time ratio: 5.010
Fast first layer 2.0 nm: target at 855.4 days
Warming 298 K to 308 K, E = 0.5 eV (rough)
  growth constant factor: 1.882
  target at 412.6 days
Steady share 10 % of first loss: target at 452.0 days
First loss really 0.9 %: target at 925.9 days
First loss really 1.1 %: target at 619.8 days
success
```
